# Detailed balance and stationarity of Metropolis sampling with asymmetric proposals

Q: In variational Monte Carlo I need configurations drawn with probability proportional to $|\psi|^2$. I can evaluate $\psi$ at any configuration, but I do not know the sum of $|\psi|^2$ over all configurations. How can I draw from a distribution that I cannot even normalise?

A: By a random walk that uses ratios of probabilities. Take a finite set of states $x$ with weights $w(x)=|\psi(x)|^2>0$. The target distribution is

$$\pi(x)=\frac{w(x)}{\sum_z w(z)},\qquad \frac{\pi(y)}{\pi(x)}=\frac{w(y)}{w(x)} .$$

The unknown sum cancels in the ratio. The walker stands at $x$ and does the following.

1. It draws a proposed state $y$ with probability $T(x\to y)$. These numbers are non-negative, and $\sum_y T(x\to y)=1$ for each $x$.
2. It accepts the proposal with probability
$$A(x\to y)=\min\left(1,\ \frac{\pi(y)\,T(y\to x)}{\pi(x)\,T(x\to y)}\right).$$
3. If it accepts, it moves to $y$. If it rejects, it stays at $x$, and $x$ is recorded once more.

I do not assume $T(x\to y)=T(y\to x)$. If that symmetry holds, the two factors $T$ cancel and the ratio is $\pi(y)/\pi(x)$.

Q: The fraction has $T(x\to y)$ in the denominator. What if it is zero?

A: Then $y$ is never proposed from $x$, and no acceptance probability is needed. When the ratio is evaluated, $y$ has just been proposed, so $T(x\to y)>0$, and $\pi(x)>0$ by assumption. The numerator may vanish: if the reverse proposal is impossible, then $A(x\to y)=0$ and the move is refused.

Q: So far this is a recipe. What has to be shown about it?

A: That it does not disturb $\pi$: if the walker's position is distributed as $\pi$ before a step, it is distributed as $\pi$ after it. For this we need the probability $P(x\to y)$ that one full step leads from $x$ to $y$. For $y\neq x$ the walker must propose $y$ and then accept it, so

$$P(x\to y)=T(x\to y)\,A(x\to y),\qquad y\neq x .$$

The walker must end somewhere, so the remaining probability belongs to staying:

$$P(x\to x)=1-\sum_{y\neq x}P(x\to y).$$

This contains all rejections, and also any proposal of $x$ itself. It is not negative, because $A\le 1$ gives $\sum_{y\ne x}P(x\to y)\le\sum_{y\neq x}T(x\to y)\le 1$.

Q: The minimum looks awkward. Do I have to treat the cases "ratio above one" and "ratio below one" separately?

A: No. Consider the flow from $x$ to $y$, meaning the probability of being at $x$ and then stepping to $y$ when positions are distributed as $\pi$. For $y\ne x$ and $T(x\to y)>0$,

$$\pi(x)P(x\to y)=\pi(x)T(x\to y)\,\min\left(1,\frac{\pi(y)T(y\to x)}{\pi(x)T(x\to y)}\right).$$

For a positive number $c$, $c\min(a,b)=\min(ca,cb)$, since multiplication by $c$ preserves order. With $c=\pi(x)T(x\to y)$,

$$\pi(x)P(x\to y)=\min\big(\pi(x)T(x\to y),\ \pi(y)T(y\to x)\big).$$

If $T(x\to y)=0$, the left side is zero because the move is never proposed. The right side is the minimum of zero and a non-negative number, which is also zero. The formula therefore holds for every pair $x\neq y$.

Exchanging $x$ and $y$ on the right merely swaps the two arguments of the minimum, so its value is unchanged. Hence

$$\pi(x)P(x\to y)=\pi(y)P(y\to x).$$

For $y=x$ both sides are the same expression. This equality for every pair is called detailed balance.

Q: That is a statement about pairs. I asked for a distribution that stays put.

A: Sum over the old state. The probability of being at $y$ after the step is

$$\sum_x\pi(x)P(x\to y)=\sum_x\pi(y)P(y\to x)=\pi(y)\sum_xP(y\to x)=\pi(y).$$

The first equality is detailed balance, term by term. In the second, $\pi(y)$ does not depend on $x$ and leaves the sum. The third says that a walker at $y$ must go somewhere. So $\pi$ is stationary.

Physically, each pair of states exchanges equal probability in both directions, so no state gains or loses. This is sufficient for stationarity but not necessary. A walker that steps with certainty around a ring $1\to2\to3\to1$ leaves the uniform distribution unchanged, since each state hands its probability $1/3$ to the next. Yet there is flow from 1 to 2 and none from 2 to 1.

Q: Why this particular acceptance? Surely others would satisfy the same equality.

A: They would. Write $F=\pi(x)T(x\to y)$ and $G=\pi(y)T(y\to x)$, both positive. The choice $a(x\to y)=G/(F+G)$ gives the flow $FG/(F+G)$, which is also symmetric.

The minimum is distinguished by its size. Let $a$ be any acceptance probabilities that satisfy detailed balance with the same $T$:

$$F\,a(x\to y)=G\,a(y\to x).$$

Since $a\le1$, the left side is at most $F$ and the right side is at most $G$. Their common value is therefore at most $\min(F,G)$. The Metropolis rule attains this bound, so for given proposals no other rule with detailed balance accepts a move between two different states with higher probability.

Q: I would trust this more with numbers. Choose a case where the proposals are clearly lopsided.

A: Take three states with amplitudes $\psi=(1,2,3)$, which are round model values. The weights are $(1,4,9)$, their sum is 14, and

$$\pi=\left(\tfrac1{14},\ \tfrac27,\ \tfrac9{14}\right).$$

With rows for the old state and columns for the new one, let

$$T=\begin{pmatrix}0&\tfrac34&\tfrac14\\[2pt]\tfrac1{10}&0&\tfrac9{10}\\[2pt]\tfrac12&\tfrac12&0\end{pmatrix}.$$

The acceptance ratios can be formed with the weights, since the factor $1/14$ cancels:

$$\frac{w_2T_{21}}{w_1T_{12}}=\frac{4\cdot\frac1{10}}{1\cdot\frac34}=\frac{2/5}{3/4}=\frac8{15},$$

$$\frac{w_3T_{31}}{w_1T_{13}}=\frac{9\cdot\frac12}{1\cdot\frac14}=\frac{9/2}{1/4}=18,\qquad
\frac{w_3T_{32}}{w_2T_{23}}=\frac{9\cdot\frac12}{4\cdot\frac9{10}}=\frac{9/2}{18/5}=\frac54 .$$

The reverse moves have the reciprocal ratios. Cutting each ratio off at one gives

- $A_{12}=\tfrac8{15}$ and $A_{21}=1$,
- $A_{13}=1$ and $A_{31}=\tfrac1{18}$,
- $A_{23}=1$ and $A_{32}=\tfrac45$.

Q: There is something wrong here. State 2 is four times as probable as state 1, yet you refuse nearly half of the proposals from 1 to 2.

A: The refusal corrects the proposals, not the target. From state 1 the walker proposes state 2 with probability $3/4$. From state 2 it proposes state 1 with probability only $1/10$. If all moves between the two were accepted, the flow at the target distribution would be proportional to $3/4$ in one direction and $2/5$ in the other. State 2 would gain at the expense of state 1. Accepting a fraction $8/15$ of the larger flow reduces it to $\frac34\cdot\frac8{15}=\frac25$, and the two agree. The rule "moves to higher probability are always accepted" is guaranteed for symmetric proposals; for asymmetric ones it can fail, as it does here.

Q: Then write out the transition matrix and show me that $\pi$ survives.

A: The off-diagonal entries are $T_{xy}A_{xy}$:

$$P_{12}=\tfrac34\cdot\tfrac8{15}=\tfrac25,\quad P_{13}=\tfrac14,\quad P_{21}=\tfrac1{10},\quad P_{23}=\tfrac9{10},\quad P_{31}=\tfrac12\cdot\tfrac1{18}=\tfrac1{36},\quad P_{32}=\tfrac12\cdot\tfrac45=\tfrac25 .$$

The diagonal entries complete the rows:

$$P_{11}=1-\tfrac25-\tfrac14=\tfrac7{20},\qquad P_{22}=1-\tfrac1{10}-\tfrac9{10}=0,\qquad P_{33}=1-\tfrac1{36}-\tfrac25=\tfrac{103}{180}.$$

Therefore

$$P=\begin{pmatrix}\tfrac7{20}&\tfrac25&\tfrac14\\[2pt]\tfrac1{10}&0&\tfrac9{10}\\[2pt]\tfrac1{36}&\tfrac25&\tfrac{103}{180}\end{pmatrix}.$$

The flows of the three pairs are

$$\pi_1P_{12}=\tfrac1{14}\cdot\tfrac25=\tfrac1{35},\qquad \pi_2P_{21}=\tfrac27\cdot\tfrac1{10}=\tfrac1{35},$$

$$\pi_1P_{13}=\tfrac1{14}\cdot\tfrac14=\tfrac1{56},\qquad \pi_3P_{31}=\tfrac9{14}\cdot\tfrac1{36}=\tfrac1{56},$$

$$\pi_2P_{23}=\tfrac27\cdot\tfrac9{10}=\tfrac9{35},\qquad \pi_3P_{32}=\tfrac9{14}\cdot\tfrac25=\tfrac9{35}.$$

Detailed balance holds. For stationarity, add what arrives in each state, including what stays there:

$$\begin{aligned}
\text{state 1:}\quad&\tfrac1{14}\cdot\tfrac7{20}+\tfrac1{35}+\tfrac1{56}=\tfrac{7+8+5}{280}=\tfrac1{14},\\
\text{state 2:}\quad&\tfrac1{35}+0+\tfrac9{35}=\tfrac{10}{35}=\tfrac27,\\
\text{state 3:}\quad&\tfrac1{56}+\tfrac9{35}+\tfrac9{14}\cdot\tfrac{103}{180}=\tfrac{5+72+103}{280}=\tfrac9{14}.
\end{aligned}$$

The numerical check also goes the other way: it solves the linear equations $\mu P=\mu$, $\sum_x\mu(x)=1$ for an unknown $\mu$, and finds $\pi$ as the single solution.

Q: You have shown that a walker already distributed as $\pi$ remains so. My walker starts at one definite state. Why should it ever reach $\pi$?

A: Stationarity alone does not guarantee it. Two examples show what can go wrong.

First, take two equally probable states and always propose the other one. The ratio is one and every move is accepted. The distribution $(\frac12,\frac12)$ is stationary, but a walker started in state 1 is in state 2 after one step, back in state 1 after two, and so on for ever.

Second, take three states with proposals that run one way around the ring $1\to2\to3\to1$. Every reverse proposal has probability zero, so every move is rejected. The walker is frozen, $P$ is the identity matrix, and every distribution is stationary, $\pi$ included.

Q: What condition excludes both?

A: It is enough that, for some number of steps $m$, every entry of the matrix power $P^m$ is positive. Then there is a number $\varepsilon$ with $0<\varepsilon<1$ such that $(P^m)_{xy}\ge\varepsilon\,\pi(y)$ for all $x,y$, because there are finitely many entries. Define $R$ by

$$(P^m)_{xy}=\varepsilon\,\pi(y)+(1-\varepsilon)R_{xy}.$$

The entries of $R$ are non-negative by the choice of $\varepsilon$. Summing over $y$ gives $1=\varepsilon+(1-\varepsilon)\sum_yR_{xy}$, so its rows sum to one. Let $p$ be the present distribution and $d=p-\pi$. Because $\pi P^m=\pi$, the deviation after $m$ steps is

$$\sum_xd(x)(P^m)_{xy}=\varepsilon\,\pi(y)\sum_xd(x)+(1-\varepsilon)\sum_xd(x)R_{xy}=(1-\varepsilon)\sum_xd(x)R_{xy},$$

since $p$ and $\pi$ both sum to one and so $\sum_xd(x)=0$. Take absolute values and sum over $y$:

$$\sum_y\Big|\sum_xd(x)R_{xy}\Big|\le\sum_x|d(x)|\sum_yR_{xy}=\sum_x|d(x)|.$$

Every block of $m$ steps therefore shrinks $\sum_x|d(x)|$ by at least the factor $1-\varepsilon$. Within a block it cannot grow: since $\pi P=\pi$, one step maps $d$ to $\sum_x d(x)P(x\to y)$, and the last inequality holds with $P$ in place of $R$, because the entries of $P$ are non-negative and its rows sum to one. Hence the distribution tends to $\pi$ from any start.

Q: Must I compute matrix powers to check this?

A: A simpler condition suffices. Suppose every state can be reached from every other in some number of steps, and at least one state $s$ has $P(s\to s)>0$. Then for any $x$ and $y$ there is a path from $x$ to $s$ and one from $s$ to $y$. Waiting at $s$ for a suitable time makes the total length equal to the same $m$ for all pairs, provided $m$ is large enough. So $P^m$ has positive entries. Rejections help here, since a state from which some proposal can be rejected has $P(s\to s)>0$. The swapping walker has no such state, and the frozen walker cannot reach the other states.

In the three-state example every off-diagonal entry of $P$ is positive and $P_{11}=7/20$, so the condition holds.

Q: How fast does the example converge?

A: The second column of $P$ is $(\frac25,0,\frac25)$. If $p_n$ is the distribution after $n$ steps, then

$$p_{n+1}(2)=\tfrac25\big[p_n(1)+p_n(3)\big]=\tfrac25\big[1-p_n(2)\big].$$

The stationary value obeys the same equation, $\frac27=\frac25\left(1-\frac27\right)$. Subtracting, with $d_n=p_n-\pi$,

$$d_{n+1}(2)=-\tfrac25\,d_n(2).$$

For state 1, use the first column and eliminate $p_n(3)=1-p_n(1)-p_n(2)$. The constant drops out of the deviations:

$$d_{n+1}(1)=\left(\tfrac7{20}-\tfrac1{36}\right)d_n(1)+\left(\tfrac1{10}-\tfrac1{36}\right)d_n(2)=\tfrac{29}{90}\,d_n(1)+\tfrac{13}{180}\,d_n(2).$$

The two equations are triangular, so the decay factors are the diagonal coefficients, $-\frac25$ and $\frac{29}{90}\approx0.322$. Together with 1, which belongs to $\pi$ itself, they are the eigenvalues of $P$. The factor of larger magnitude, $0.4$, governs late times if $d_0(2)\neq0$. Its negative sign makes state 2 overshoot alternately.

Starting in state 1, the numbers are as follows, where $D_n=\frac12\sum_x|d_n(x)|$:

- $n=1$: $p=(0.350,\,0.400,\,0.250)$, $D=0.39$
- $n=2$: $p=(0.169,\,0.240,\,0.591)$, $D=0.098$
- $n=5$: $p=(0.0743,\,0.2886,\,0.6371)$, $D=0.0058$
- $n=10$: $D=3.0\times10^{-5}$
- $n=20$: $D=3.1\times10^{-9}$

State 2 is above its target $0.286$ after one step and below it after two, as the sign requires. These are properties of this small matrix. They say nothing about the rate of any other walk.

Q: Suppose I am lazy and accept with $\min(1,\pi(y)/\pi(x))$ although $T$ is asymmetric. Is the damage serious?

A: In this example it is. Call the resulting matrix $Q$. From state 1 all moves go to higher probability and are accepted, so $Q_{11}=0$. The other entries leading to state 1 are

$$Q_{21}=\tfrac1{10}\cdot\tfrac14=\tfrac1{40},\qquad Q_{31}=\tfrac12\cdot\tfrac19=\tfrac1{18}.$$

Starting from the correct distribution, one step leaves in state 1 the probability

$$\tfrac27\cdot\tfrac1{40}+\tfrac9{14}\cdot\tfrac1{18}=\tfrac1{140}+\tfrac1{28}=\tfrac6{140}\approx0.043,$$

instead of $\frac1{14}\approx0.071$. The walk settles at $(0.046,\,0.215,\,0.739)$, while the target is $(0.071,\,0.286,\,0.643)$. A longer run does not cure this, because the walk converges to the wrong distribution. In that steady state there is also a net current of $0.029$ per step around $1\to2\to3\to1$, so detailed balance fails for its own stationary distribution as well.

Q: One more economy. A rejected move gives me nothing new. May I record a configuration only when a move is accepted?

A: Not without a weight, because the waiting time carries information. Suppose, as here, that $T(x\to x)=0$ and that no state is frozen. Then $1-P(x\to x)$ is the probability of an accepted move from $x$. The list of accepted states is a walk with transition probabilities

$$J(x\to y)=\frac{P(x\to y)}{1-P(x\to x)},\qquad y\ne x .$$

Let $q(x)=\pi(x)[1-P(x\to x)]$. Then $q(x)J(x\to y)=\pi(x)P(x\to y)$, which is symmetric in $x$ and $y$. So $J$ obeys detailed balance with $q$, and $q$ divided by its sum is stationary for $J$. If every state can be reached from every other, it is the only stationary distribution: the walk $\frac12(I+J)$, with $I$ the identity matrix, has the same stationary distributions as $J$ and meets the simpler condition above, so it converges to the normalised $q$ from any start. The normalised $q$ equals $\pi$ only if $P(x\to x)$ has the same value for every $x$, as for the swapping walker above; otherwise it differs from $\pi$. In the example

$$q=\left(\tfrac1{14}\cdot\tfrac{13}{20},\ \tfrac27\cdot1,\ \tfrac9{14}\cdot\tfrac{77}{180}\right)=\tfrac1{280}(13,\,80,\,77).$$

The sum, $\frac{170}{280}=\frac{17}{28}\approx0.607$, is the mean acceptance. Dividing by it gives $(0.076,\,0.471,\,0.453)$. State 2, which the walker leaves at every step, is strongly over-represented, and state 3, where it often waits, is under-represented. Giving each record a weight equal to the number of steps the walker stays there repairs this, since it amounts to counting every step: the mean stay is $1/[1-P(x\to x)]$, and $q(x)/[1-P(x\to x)]=\pi(x)$.

A simulation of $200\,000$ steps that follows the recipe without using $P$ shows both results. Counting every step, the fractions are $(0.071,\,0.286,\,0.642)$. Counting accepted moves only, they are $(0.076,\,0.471,\,0.453)$. At this run length the fractions scatter by up to about $0.001$ (one standard deviation) from one random seed to another.

Q: Electrons have continuous positions. Does the proof survive?

A: The stationarity proof does, with $\pi$ and $T$ read as densities. The flow density $f(x,y)=\pi(x)T(x\to y)A(x\to y)$ is again $\min\big(\pi(x)T(x\to y),\pi(y)T(y\to x)\big)$, hence symmetric. The density at $y$ after a step is what arrives plus what was there and did not leave:

$$\int f(x,y)\,dx+\pi(y)-\int f(y,x)\,dx=\pi(y),$$

because the two integrals are equal. At a node of $\psi$ the density vanishes. The walker must start where $\pi>0$, and a proposal that lands on a node has ratio zero and is refused.

Asymmetric proposals arise naturally here. One may shift the walker by $\tau\,\nabla\ln|\psi(x)|$, with a step parameter $\tau>0$, and add a Gaussian random displacement. The shift depends on the starting point, so $T(x\to y)$ and $T(y\to x)$ generally differ, and both must be evaluated in the ratio. With that done, $|\psi|^2$ is stationary for any $\tau$. At a node the shift itself is undefined, but the ratio still tends to zero as $y$ approaches the node, because $\pi(y)\to0$ while $T(y\to x)$ is bounded by the peak height of the Gaussian. Near a node the shift is large, and a walker placed there may hardly move: for $\psi=x\,e^{-x^2/2}$, $\tau=0.5$ and a Gaussian of variance $\tau$, the probability of an accepted move is about $0.66$ from $x=1$ but about $0.003$ from $x=0.1$. The convergence argument above used the finite number of states, so for continuous positions convergence needs its own justification.

## Table of computed values

```
random five-state chains tested exactly: 200
one-way proposals among them: 783
amplitudes psi: 1, 2, 3 | weights: 1, 4, 9
target pi: 1/14, 2/7, 9/14 = 0.07143, 0.28571, 0.64286
T row 1: 0, 3/4, 1/4
T row 2: 1/10, 0, 9/10
T row 3: 1/2, 1/2, 0
1->2: weight*T = 3/4, A = 8/15
1->3: weight*T = 1/4, A = 1
2->1: weight*T = 2/5, A = 1
2->3: weight*T = 18/5, A = 1
3->1: weight*T = 9/2, A = 1/18
3->2: weight*T = 9/2, A = 4/5
P row 1: 7/20, 2/5, 1/4 = 0.35000, 0.40000, 0.25000
P row 2: 1/10, 0, 9/10 = 0.10000, 0.00000, 0.90000
P row 3: 1/36, 2/5, 103/180 = 0.02778, 0.40000, 0.57222
flow 1->2 = 1/35, flow 2->1 = 1/35
flow 1->3 = 1/56, flow 3->1 = 1/56
flow 2->3 = 9/35, flow 3->2 = 9/35
stationary vector from linear solve: 1/14, 2/7, 9/14
largest A(1->2), A(2->1) from linear program: 0.53333, 1.00000
largest A(1->3), A(3->1) from linear program: 1.00000, 0.05556
largest A(2->3), A(3->2) from linear program: 1.00000, 0.80000
eigenvalues of P: -0.40000, 0.32222, 1.00000
step 0: p = 1.00000, 0.00000, 0.00000; half sum |p-pi| = 9.286e-01
step 1: p = 0.35000, 0.40000, 0.25000; half sum |p-pi| = 3.929e-01
step 2: p = 0.16944, 0.24000, 0.59056; half sum |p-pi| = 9.802e-02
step 5: p = 0.07426, 0.28864, 0.63710; half sum |p-pi| = 5.759e-03
step 10: p = 0.07144, 0.28568, 0.64287; half sum |p-pi| = 2.996e-05
step 20: p = 0.07143, 0.28571, 0.64286; half sum |p-pi| = 3.141e-09
late decay factor per step: 0.40000
without T ratio, pi after one step: 0.04286, 0.21786, 0.73929
without T ratio, stationary vector: 0.04641, 0.21505, 0.73854
without T ratio, ring current 1->2->3->1 per step: 0.02943
mean acceptance: 17/28 = 0.60714
accepted moves only, exact fractions: 0.07647, 0.47059, 0.45294
simulation steps: 200000
simulated visit fractions: 0.07128, 0.28640, 0.64233
simulated accepted-only fractions: 0.07637, 0.47099, 0.45263
swap chain from state 1, steps 1 and 2: 0, 1 | 1, 0
one-way ring, diagonal of P: 1, 1, 1
```
